# Why a uniform background draws ions into a low-permittivity layer

An ion sits in a periodic cell that holds a thin layer of low permittivity between thick slabs of high permittivity, such as a membrane or an oily film in water. The cell carries a net charge, which a periodic calculation must neutralize, and a uniform background is the simplest way to do so. In a homogeneous medium such a background exerts no force on the ion. In the layered cell it does: part of the background lies inside the layer, where its field is weakly screened, and it pulls the ion in.

The ion's energy also contains a real dielectric barrier and the interaction with its periodic copies. To say what the background does wrong, these contributions have to be separated.

## 1. Model and conventions

The low layer, $|z|<a$, has permittivity $\epsilon_1$. The rest of the period, of thickness $2b$, has $\epsilon_2>\epsilon_1$. The height is $L=2(a+b)$, the cross-section a square of area $A=L_x^2$, and $V=AL$. Hartree atomic units are used, with

$$-\nabla\cdot(\epsilon\nabla\phi)=4\pi\rho,\qquad E=\tfrac12\int\rho\,\phi\,d^3r .$$

Here $\rho$ is the ion plus neutralizer; the polarization is contained in $\epsilon$. The response is local and linear, the interfaces are sharp, and $\phi$ is periodic, so the mean field vanishes.

The ion of charge $q$ at height $z_0$ is a rigid flat disc with lateral profile $e^{-r^2/2s^2}/(2\pi s^2)$. The width $s$ keeps its self-energy finite. The *barrier* $B$ is the energy with the ion at the layer centre, $z_0=0$, minus that with the ion in the middle of the high layer, $z_0=L/2$.

The example takes round parameters: $a=10$, $b=15$, $L_x=50$, $s=3$ bohr, $\epsilon_1=2$, $\epsilon_2=80$, $q=1$. Then $L=50$ bohr and $V=125000$ bohr³.

## 2. First contribution: the dielectric barrier

Expand in lateral plane waves $e^{i\mathbf k\cdot\mathbf r}$. The ion has components $\rho_k=(q/A)e^{-k^2s^2/2}\delta(z-z_0)$, so $\phi_k=(q/A)e^{-k^2s^2/2}g_k(z,z_0)$ with

$$-(\epsilon g_k')'+k^2\epsilon g_k=4\pi\delta(z-z_0).$$

The energy of the modes $k\ne0$ is $\tfrac12A\sum\int\rho_k^*\phi_k\,dz$, or

$$E_{k\neq0}=\frac{q^2}{2A}\sum_{k\ne0}e^{-k^2s^2}g_k(z_0,z_0).$$

A laterally uniform background has no component here.

Put the ion at $z_0=0$. By symmetry the flux $4\pi$ splits equally, so $-\epsilon_1g_k'(0^+)=2\pi$, and in the low layer

$$g_k=P\cosh kz-\frac{2\pi}{\epsilon_1k}\sinh kz .$$

In the high layer $g_k$ is even about $L/2$, hence proportional to $\cosh k(L/2-z)$. With $t_1=\tanh ka$ and $t_2=\tanh kb$, the ratio of $-\epsilon g_k'$ to $g_k$ at $z=a$ is therefore $\epsilon_2kt_2$. Both quantities are continuous. Matching, and dividing by $\cosh ka$, gives

$$2\pi-\epsilon_1kPt_1=\epsilon_2kt_2\Big(P-\frac{2\pi t_1}{\epsilon_1k}\Big),$$

$$P=g_k(0,0)=\frac{2\pi(\epsilon_1+\epsilon_2t_1t_2)}{\epsilon_1k(\epsilon_1t_1+\epsilon_2t_2)} .$$

Exchanging the layers gives $g_k(L/2,L/2)$. In the difference the constant terms cancel:

$$h(k)=\frac{2\pi t_1t_2}{k(\epsilon_1t_1+\epsilon_2t_2)}\Big(\frac{\epsilon_2}{\epsilon_1}-\frac{\epsilon_1}{\epsilon_2}\Big)>0 .$$

Every mode with $k\neq0$ thus disfavours the low layer. When $L_x\to\infty$ the sum becomes an integral, $A^{-1}\sum_k\to\int d^2k/(2\pi)^2$, and the single point $k=0$ has no weight. The barrier of this laterally dilute stack is

$$B_\infty=\frac{q^2}{4\pi}\int_0^\infty k\,e^{-k^2s^2}h(k)\,dk .$$

Numerical quadrature gives $B_\infty=0.05608$ hartree, or 1.526 eV. This is the reference value. It still contains copies of the ion and of the low layer along $z$; letting $b\to\infty$ in $h$ removes both and gives 0.05615 hartree. The finite period along $z$ therefore changes the barrier by $7\times10^{-5}$ hartree, which is small beside the background error of Section 5.

## 3. Which neutralizer is unbiased?

For a finite cell the term $k=0$ has weight $1/A$, and it depends on the neutralizer. The behaviour of $g_k$ at small $k$ shows which neutralizer reproduces the dilute limit.

Let $u_n$ be the periodic solutions of $-(\epsilon u_n')'=\kappa_n^2\epsilon u_n$, normalized by $\int\epsilon u_nu_m\,dz=\delta_{nm}$. The operator is self-adjoint and non-negative, so the $\kappa_n^2$ are real and not negative. Expanding $g_k$ in these functions gives

$$g_k(z,z_0)=4\pi\sum_n\frac{u_n(z)u_n(z_0)}{k^2+\kappa_n^2}.$$

The lowest solution is constant, $u_0^2=1/\int\epsilon\,dz$ with $\kappa_0=0$. Its term diverges as $k\to0$ but does not depend on position, so it drops out of every energy difference. Call the limit of the remaining sum $g_0$. Acting on it with the operator at $k=0$, and using completeness of the $u_n$, gives

$$-(\epsilon g_0')'=4\pi\Big[\delta(z-z_0)-\frac{\epsilon(z)}{\int\epsilon\,dz}\Big].$$

So $g_0$ is the potential of a unit sheet neutralized by a background *proportional to the local permittivity*. Since $g_0$ lacks the constant solution, $\int\epsilon g_0\,dz=0$, and the energy of this neutral system is $q^2g_0(z_0,z_0)/2A$. This is the smooth continuation of the other modes to $k=0$.

The physical reason is simple. At lateral distances large compared with $L$, the potential of an ion hardly varies with $z$. The lateral field is then the same in both layers, and the flux $\epsilon E$ leaves in proportion to $\epsilon$. A neutralizer that absorbs the flux in the same proportion does not favour either layer.

## 4. Second contribution: lateral copies

With the $\epsilon$-weighted neutralizer, the cell barrier is $(q^2/2A)\sum_ke^{-k^2s^2}h(k)$ over all $k$, where $h(0)$ is the limit. Poisson summation turns the sum over $\mathbf k$ into a sum over lateral lattice vectors $\mathbf R$:

$$\frac1A\sum_{\mathbf k}f(k)=\sum_{\mathbf R}F(R),\qquad F(R)=\int\frac{d^2k}{(2\pi)^2}f(k)e^{i\mathbf k\cdot\mathbf R}.$$

The term $\mathbf R=0$ is $B_\infty$. The others are the copies. Each term $1/(k^2+\kappa_n^2)$ of the expansion transforms into $K_0(\kappa_nR)/2\pi$, which falls as $e^{-\kappa_nR}/\sqrt R$. The Gaussian factor changes the amplitude but not the decay rate once $R$ is much larger than both $s$ and $\kappa_ns^2$.

Solutions odd in $z$ vanish at both ion positions. The even ones are $\cos\kappa z$ in the low layer and proportional to $\cos\kappa(L/2-z)$ in the high one. Continuity of $u$ and $\epsilon u'$ requires

$$\epsilon_1\tan\kappa a+\epsilon_2\tan\kappa b=0 .$$

The smallest positive root is $\kappa=0.155$ bohr⁻¹, so $\kappa L_x=7.7$ for the nearest copies. They raise the barrier by $4.7\times10^{-5}$ hartree. As long as $\kappa L_x\gg1$ this error is exponentially small in $L_x$; it has the opposite sign to the one that follows.

## 5. Third contribution: the background well

Now replace the $\epsilon$-weighted neutralizer by a uniform one. Let the net charge be $Q$, which may include fixed charges besides the ion. The replacement adds a neutral density $\delta\rho(z)$. If $\rho_\epsilon$ is the original total density, with potential $\phi_\epsilon$, and $\phi$ is the potential of $\delta\rho$, the energy changes by

$$\tfrac12\int(\rho_\epsilon\phi+\delta\rho\,\phi_\epsilon+\delta\rho\,\phi)\,d^3r=\int\rho_\epsilon\phi\,d^3r+\tfrac12\int\delta\rho\,\phi\,d^3r .$$

The first two terms are equal because the response is symmetric. The only part that depends on the ion's position is $q\phi(z_0)$. No self-energy or image term enters it.

Let $\bar\epsilon=(\epsilon_1a+\epsilon_2b)/(a+b)$ be the mean permittivity. In the low layer the uniform background has density $-Q/V$ and the $\epsilon$-weighted one $-Q\epsilon_1/(\bar\epsilon V)$. The excess is

$$\delta\rho=-\frac{Q\eta}{V},\qquad \eta=1-\frac{\epsilon_1}{\bar\epsilon}.$$

Neutrality makes it $+Q\eta a/(Vb)$ in the high layer. The displacement obeys $D'=4\pi\delta\rho$ and vanishes by symmetry at $z=0$ and $z=L/2$, so for $z>0$

$$D=-\frac{4\pi Q\eta}{V}z\ \ (z<a),\qquad D=-\frac{4\pi Q\eta a}{Vb}\Big(\frac L2-z\Big)\ \ (z>a).$$

Set $\phi(L/2)=0$ and integrate $\phi'=-D/\epsilon$ inwards. In the high layer

$$\phi(z)=-\frac{2\pi Q\eta a}{Vb\,\epsilon_2}\Big(\frac L2-z\Big)^2,$$

which equals $-2\pi Q\eta ab/(V\epsilon_2)$ at the interface. Continuing into the low layer,

$$\phi(z)=-\frac{2\pi Q\eta}{V}\Big[\frac{a^2-z^2}{\epsilon_1}+\frac{ab}{\epsilon_2}\Big].$$

Relative to the $\epsilon$-weighted neutralizer, the ion's energy at the layer centre, measured from the middle of the high layer, therefore changes by

$$U=q\phi(0)=-\frac{2\pi qQ}{V}\,\eta\,a\Big(\frac a{\epsilon_1}+\frac b{\epsilon_2}\Big).$$

For $Q=q$ this is the error of the uniform background. Fixed charges in the high layer whose counterions are missing are treated in Section 7. For $qQ>0$ and $\epsilon_1<\epsilon_2$, $U$ is a well. It becomes a hill if the ion's charge is opposite to the net charge, and it vanishes for $\epsilon_1=\epsilon_2$, where $\eta=0$.

In the example $\bar\epsilon=48.8$ and $\eta=0.959$. With $Q=q=1$,

$$U=-\frac{2\pi}{125000}(0.959)(10)(5+0.1875)=-2.50\times10^{-3}\ \text{hartree},$$

or $-0.068$ eV. At 300 K the factor $e^{-U/k_BT}$ is 14: by this term alone, the ion's density at the layer centre relative to the high layer is overestimated fourteenfold.

The well is a parabola confined almost wholly to the low layer. The spurious energy is $-2.12\times10^{-3}$ hartree at $z=4$ bohr, $-0.96\times10^{-3}$ at 8 bohr, and only $-0.09\times10^{-3}$ at the interface.

## 6. Why the low layer is responsible

The two terms in the bracket of $U$ are the potential drops across the two layers. Gauss's law fixes $D$ from the charge alone, and the field is $D/\epsilon$. The same displacement thus makes a field 40 times stronger on the low side of the interface than on the high side. With $a/\epsilon_1=5$ bohr and $b/\epsilon_2=0.19$ bohr, 96% of the well's depth arises in the low layer.

Changing one permittivity at a time confirms this reading. Doubling $\epsilon_1$ halves the well, to $-1.24\times10^{-3}$ hartree. Doubling $\epsilon_2$ leaves it at $-2.51\times10^{-3}$: the small drop across the high layer shrinks, but $\eta$ grows slightly and makes up for it. Exchanging the two permittivities turns the well at $z=0$ into a hill of $+5.40\times10^{-3}$ hartree, because the weakly screened background now lies in the outer layer.

One can also move the charge itself. If the whole background is placed in the high layer, its density in the low layer is zero, which differs from the unbiased value by $+Q\epsilon_1/(\bar\epsilon V)$. The excess has the same shape as before, with $-\eta$ replaced by $\epsilon_1/\bar\epsilon$, so the error becomes

$$-U\frac{\epsilon_1}{\bar\epsilon-\epsilon_1}=+1.07\times10^{-4}\ \text{hartree}.$$

Clearing the background out of the low layer removes the well and leaves a hill of 4% of its size.

## 7. Weighing the contributions: is the ion misplaced?

For the single ion, in hartree:

- dielectric barrier, dilute limit: $+0.05608$
- lateral copies: $+0.00005$
- uniform background: $-0.00250$

The sum is 0.05363 hartree, or 1.459 eV. A direct calculation, which solves the layered equation by finite elements for each lateral mode and sums the energies with the uniform background, gives the same value.

The well has thus lowered the barrier without reversing it. For one ion with $Q=q$ the barrier stays positive at any cell size. The modes $k\neq0$ contribute positively since $h>0$. The $k=0$ part is $q^2h(0)/2A+U$. Using $t_1\to ka$, $t_2\to kb$, and writing $M=\epsilon_1a+\epsilon_2b$, so that $\eta=b(\epsilon_2-\epsilon_1)/M$,

$$\frac{q^2h(0)}{2A}+U=\frac{\pi q^2ab(\epsilon_2-\epsilon_1)}{A\,\epsilon_1\epsilon_2M}\Big[\epsilon_1+\epsilon_2-\frac{a\epsilon_2+b\epsilon_1}{a+b}\Big].$$

The bracket equals $M/(a+b)$. With $V=2A(a+b)$ the result is

$$\frac{2\pi q^2ab}{V}\Big(\frac1{\epsilon_1}-\frac1{\epsilon_2}\Big)>0 ,$$

here $3.68\times10^{-3}$ hartree. The unbiased value is larger by $|U|$, that is $6.18\times10^{-3}$, so the background removes about 40% of the $k=0$ part but cannot overturn it.

Misplacement of a single ion therefore needs a second ingredient. Suppose a non-electrostatic affinity $w<0$, from dispersion or solvent structure, say, lowers the ion's energy at the layer centre. In the dilute limit the centre becomes more favourable than the middle of the high layer when $w<-0.0561$ hartree, but in the cell already when $w<-0.0536$. Between these values the cell puts the two positions in the wrong order. Outside this window the order is right, while the relative populations are still biased. The window applies to an affinity concentrated at the centre. One that acts throughout the low layer draws the ion first to the layer's edge. For the flat disc the barrier at the interface itself is only 0.0015 hartree and the background error $-0.09\times10^{-3}$, but the barrier climbs to 0.022 hartree one bohr inside the layer, so for an ion of finite thickness the drop is less sharp.

The other route is more net charge. Let like charge $Q-q$ be spread evenly through the high layer and held there. In a real system counterions in the high layer would cancel it. In the cell it is paired with a uniform background of density $-(Q-q)/V$, all of which is uncompensated in the low layer. The calculation of Section 5 applies with $\eta=1$ and $Q$ replaced by $Q-q$, and the barrier changes by

$$-\frac{2\pi q(Q-q)}{V}\,a\Big(\frac a{\epsilon_1}+\frac b{\epsilon_2}\Big),$$

or $-2.61\times10^{-3}$ hartree per unit charge. The barrier vanishes at $Q=1+0.05363/0.002607=21.6$. At $Q=21$ it is still $+1.5\times10^{-3}$ hartree; at $Q=22$ it is $-1.1\times10^{-3}$, and electrostatics alone now places the ion in the wrong layer. That is a very large charge for this cell: the background field on the low side of the interface is then about 6 V/nm, far beyond the linear response of a real film, so the threshold is a formal one. The window for $w$, however, widens with each added charge long before.

## 8. Does a larger cell help?

At fixed $L$, $U$ falls as $1/A$, while the effect of the copies falls exponentially:

| $L_x$ (bohr) | $U$ ($10^{-3}$ hartree) | copies ($10^{-3}$ hartree) |
|---|---|---|
| 40 | $-3.91$ | $+0.25$ |
| 50 | $-2.50$ | $+0.05$ |
| 70 | $-1.28$ | $+0.002$ |
| 100 | $-0.63$ | below $0.001$ |

In the smallest cell the copies hide 6% of the background error. In the larger ones the background accounts for nearly all of the total error.

Stretching only the high layer reduces $U$ less for the same volume. At $L_x=50$ bohr, $U$ is $-1.34$, $-0.75$ and $-0.45\times10^{-3}$ hartree for $L=100$, 200 and 400 bohr. As $b\to\infty$, $\eta\to1-\epsilon_1/\epsilon_2$ and $V\to2Ab$. The term $a/\epsilon_1$ is then diluted away, but $b/\epsilon_2$ grows as fast as the volume:

$$U\to-\frac{\pi qQ\,a(\epsilon_2-\epsilon_1)}{A\,\epsilon_2^2}=-0.15\times10^{-3}\ \text{hartree}.$$

The charge in the low layer becomes more dilute, but its weak field in the high layer extends over an ever longer distance. At $L=400$ bohr the well is still three times its limit. The effect of the lateral copies, meanwhile, grows from $0.05\times10^{-3}$ hartree at $L=50$ bohr to $0.09\times10^{-3}$ at $L=400$ bohr and levels off near $0.10\times10^{-3}$. The smallest $\kappa$ falls as $b$ increases, approaching $\pi/b$, and once $\kappa L_x$ is no longer large the copies are not exponentially suppressed. In a tall, narrow cell $U$ is therefore no longer nearly the whole error.

## 9. An electrolyte in the high layer

Let the high layer contain a linear electrolyte of Debye length $\lambda$, which adds $\epsilon_2\phi/\lambda^2$ to the left side of the Poisson equation there. Integrated over the cell, the equation now fixes the mean potential in the electrolyte instead of demanding zero net charge. The salt supplies the countercharge, and no background is needed.

Suppose a uniform background $-Q/V$ is added nevertheless. In the low layer $D=-4\pi Qz/V$ as before, now with no factor $\eta$, which gives a drop $-2\pi Qa^2/(V\epsilon_1)$ from interface to centre. In the high layer

$$\phi=-\frac{4\pi Q\lambda^2}{V\epsilon_2}+C\cosh\frac{L/2-z}\lambda .$$

At the interface $D=(\epsilon_2C/\lambda)\sinh(b/\lambda)$ must equal $-4\pi Qa/V$, which fixes $C$. With $(\cosh x-1)/\sinh x=\tanh(x/2)$, the drop from $L/2$ to the interface is

$$C\Big(\cosh\frac b\lambda-1\Big)=-\frac{4\pi Qa\lambda}{V\epsilon_2}\tanh\frac b{2\lambda}.$$

The spurious well is the sum of the two drops times $q$:

$$U_{\rm salt}=-\frac{2\pi qQ}{V}\Big[\frac{a^2}{\epsilon_1}+\frac{2a\lambda}{\epsilon_2}\tanh\frac b{2\lambda}\Big].$$

For $\lambda=10$ bohr and $Q=1$ it is $-2.59\times10^{-3}$ hartree, slightly deeper than without salt. At 300 K this $\lambda$ corresponds to about 0.3 M of a monovalent salt, some two ion pairs in the cell, and is shorter than the Bjerrum length of 13 bohr, so the linear description is only a rough guide at this concentration. Strong screening, $\lambda\to0$, removes the second term and leaves the first, since the salt does not enter the low layer. The cure here is to omit the background.

## 10. What can be corrected, and when

Without salt, and with the ion as the only net charge ($Q=q$), either the neutralizer is made proportional to $\epsilon(z)$, or $q\phi(z_0)$ from Section 5 is subtracted afterwards. Both remove the $1/A$ error and leave the effect of the copies, which is exponentially small only if $L_x$ is large compared with $1/\kappa$; in a tall, narrow cell it is not. If the cell also holds further charge in the high layer whose counterions are missing, the barrier change given for it in Section 7 has to be subtracted in addition to $U$ for $Q=q$.

The formulas require flat layers that span the cell, a linear response and permittivities that are meaningful on the scale of $a$. For a layer a few molecules thick, or an ion that deforms the interface, $\phi(z)$ has to be computed from the actual response. The layer of the example, 20 bohr or about 1 nm thick, is itself close to this limit, so its numbers illustrate the formulas and do not describe a particular film. The cause is not tied to two layers: in any stack of flat layers with the ion as the only net charge, a background that is not distributed in proportion to $\epsilon(z)$ adds a spurious potential that varies with the ion's height.
